Beam overfill and the footprint correction in X-ray reflectivity

**Problem**

In an X-ray reflectivity measurement a parallel beam of height h = 0.1 mm strikes a flat sample of length L = 10 mm. The height is measured perpendicular to the beam, the length along the surface in the plane of incidence. The grazing angle θ is the angle between the beam and the surface. The beam has uniform intensity over its height, its centre line passes through the centre of the sample, and the sample is wide enough to catch the full width of the beam.

(a) Find the angle θ_f below which the illuminated strip would be longer than the sample.

(b) Derive the fraction f(θ) of the beam that the surface intercepts, and from it the correction that turns the measured intensity into the reflectivity R(θ).

(c) A sharp, non-absorbing surface has the critical angle θ_c = 0.25°. Show what the uncorrected signal looks like, find its maximum, and apply the correction.

(d) How does f change if the sample centre sits 0.02 mm too high or too low in the beam?

(e) How does f change if the beam profile is Gaussian, with a full width at half maximum of 0.1 mm?

**Solution**

**(a) The overfill angle**

Let the beam travel along the x axis and let z be the height of a ray above the centre line. The rays of the beam fill the range

−h/2 ≤ z ≤ h/2.

The sample centre is at the origin, and the surface is tilted by θ against the beam. A point of the surface at distance t from the centre, counted positive in the downstream direction, has the coordinates

x = t cos θ, z = t sin θ.

A ray keeps its height until it meets the surface. The ray at height z therefore lands where t sin θ = z, which gives

t = z / sin θ.

The two outermost rays, z = ±h/2, land at t = ±h/(2 sin θ). The distance between these points is the footprint of the beam:

footprint = h / sin θ.

At grazing incidence sin θ is small, so a thin beam is spread over a long strip. At θ = 0.25° the footprint of the 0.1 mm beam is 22.9 mm, more than twice the sample length.

The beam overfills the sample when the footprint exceeds L:

h / sin θ > L, or sin θ < h/L.

Since sin θ increases with θ between 0° and 90°, this condition holds for all angles below one limiting angle:

θ_f = arcsin(h/L).

With the given values,

h/L = 0.1 mm / 10 mm = 0.0100,

θ_f = arcsin(0.0100) = 0.573° (10.0 mrad).

This is the incidence angle. In a symmetric scan the detector stands at twice the incidence angle from the direct beam, so on a 2θ axis the limit appears at 1.146°.

The angle is small enough for sin θ ≈ θ in radians. The next term of the series, arcsin x ≈ x + x³/6, shows that replacing θ_f by h/L makes a relative error of about x²/6, here 1.7 × 10⁻⁵. This is negligible, but the angle must be in radians when the approximation is used.

**(b) The intercepted fraction and the correction**

The ends of the sample are at t = ±L/2, and therefore at the heights ±(L/2) sin θ. Seen along the beam, the sample is a strip of height

S = L sin θ.

A ray meets the surface if |z| ≤ S/2. Rays above this range pass over the downstream end of the sample. Rays below it pass under the upstream edge or, if the sample is thick, strike its front face. Neither group is reflected by the surface under study.

Let I0 be the intensity of the whole direct beam, expressed as a count rate. Because the beam is uniform, the rate per unit height is I0/h. There are two cases.

If S < h, the surface catches the rays in a range of height S. The intercepted rate is (I0/h) S, and its fraction of I0 is

f = S/h = L sin θ / h.

If S ≥ h, the whole beam lies within the range covered by the surface. The intercepted rate is I0, and f = 1. Making the sample still longer adds no rays.

Together,

f(θ) = L sin θ / h for θ < θ_f,

f(θ) = 1 for θ ≥ θ_f.

At θ_f the first expression gives L (h/L)/h = 1, so the two branches join without a step. Their slopes differ: f has a kink at θ_f. As θ goes to zero, f goes to zero, because the sample is then seen edge-on.

The surface reflects the fraction R of what it intercepts. If the detector accepts all specularly reflected rays and none of the direct beam, and if the background has been subtracted, the measured intensity is

I = I0 f R.

Dividing by I0 f gives the corrected reflectivity:

R = (I/I0) · h/(L sin θ) for θ < θ_f,

R = I/I0 for θ ≥ θ_f.

The correction factor is 1/f. For the given beam and sample it takes these values:

θ = 0.10°: f = 0.175, 1/f = 5.73
θ = 0.25°: f = 0.436, 1/f = 2.29
θ = 0.40°: f = 0.698, 1/f = 1.43
θ = 0.50°: f = 0.873, 1/f = 1.15
θ = 0.60°: f = 1, 1/f = 1

The second line, for instance, follows from S = 10 mm × sin 0.25° = 0.0436 mm and f = 0.0436 mm / 0.1 mm = 0.436.

The linear expression must not be continued above θ_f. At θ = 1.00° the projected height is S = 0.1745 mm, so S/h = 1.745. This number is not a fraction of the beam. Dividing by it would make the reflectivity too small by the factor 1.745, although no correction is needed there.

The requirements on the detector and the background have a direct meaning. The reflected beam has the height of the intercepted part of the incident beam, S below θ_f and h above it. A detector slit that cuts into this height introduces a second loss, which f does not contain. For a slit centred on the reflected beam, with an opening w smaller than h, nothing is lost as long as S ≤ w. At larger angles the slit passes the fraction w/S of the reflected beam, so the loss grows up to θ_f. Above θ_f the height of the reflected beam is h, and the lost fraction stays at 1 − w/h. A background rate B that is left in the data becomes B/(I0 f) after the division, so it is enlarged most at the smallest angles.

The correction restores the mean value of the signal but not the lost counts. If N counts would have been recorded with full interception, f N are recorded with overfill. For Poisson statistics the relative uncertainty is then 1/√(f N), larger than 1/√N by the factor 1/√f. At 0.10° this factor is √5.73 ≈ 2.4.

The result also shows how overfill can be avoided. Full interception down to a chosen angle requires h ≤ L sin θ at that angle. For the 10 mm sample and 0.25°, the beam height would have to be at most 0.0436 mm. For the 0.1 mm beam, the sample would have to be at least 22.92 mm long.

**(c) The signal of a sharp surface**

For X-rays the refractive index n of the model material is slightly below 1. Total reflection occurs below the critical angle, defined by cos θ_c = n. To find R, consider an s-polarized wave, whose electric field is parallel to the surface. Let k be the wave number in air and ζ the distance from the surface, positive on the air side. The wave component along the surface, k cos θ, is the same on both sides. The field varies with ζ as

exp(−i k s ζ) + r exp(+i k s ζ) in air, with s = sin θ,

t exp(−i k q ζ) in the material, with q² = n² − cos² θ.

Here r and t are the reflected and transmitted amplitudes; this t is not the position used in part (a). The expression for q follows from the total wave number n k in the material: (n k)² = (k cos θ)² + (k q)². With n = cos θ_c it becomes

q² = cos² θ_c − cos² θ = sin² θ − sin² θ_c.

The field and its derivative are continuous at ζ = 0:

1 + r = t,

s (1 − r) = q t.

Inserting the first equation into the second gives s − s r = q + q r, and hence

r = (s − q)/(s + q), R = |r|².

Below θ_c, q² is negative. The root that makes the field decay into the material, where ζ < 0, is q = iκ with κ > 0. The numerator s − iκ and the denominator s + iκ then have equal magnitudes, so R = 1.

Above θ_c, it is convenient to define a number u ≥ 0 by

sin θ = sin θ_c cosh u.

Then q² = sin² θ_c (cosh² u − 1), so q = sin θ_c sinh u. The common factor sin θ_c cancels in r:

r = (cosh u − sinh u)/(cosh u + sinh u) = exp(−u)/exp(u) = exp(−2u),

R = exp(−4u).

The uncorrected signal is I/I0 = f R. Since θ_c = 0.25° lies below θ_f = 0.573°, it has three parts.

Up to θ_c, R = 1 and the signal is f itself:

I/I0 = L sin θ / h.

The plateau of total reflection is replaced by a rise proportional to sin θ, from 0.175 at 0.10° to 0.436 at 0.25°.

Between θ_c and θ_f, the growing f competes with the falling R:

I/I0 = (L sin θ_c / h) cosh u exp(−4u).

The derivative of its logarithm with respect to u is

d ln(I/I0)/du = tanh u − 4.

Because tanh u < 1, this is negative. As u increases with θ, the signal falls throughout this range: the gain in intercepted beam does not make up for the loss of reflectivity.

Above θ_f, f = 1 and the signal is R, which continues to fall.

The maximum of the raw signal is therefore at θ_c, here 0.25°, with the value 0.436. It is a pointed maximum. Differentiating the definition of u gives

du/dθ = cos θ / (sin θ_c sinh u),

which grows without bound as u goes to zero. The signal therefore starts to fall with a vertical slope just above θ_c.

This position of the maximum belongs to the model and to the case θ_c < θ_f. If θ_f were smaller than θ_c, the raw signal would rise up to θ_f and then stay at 1 until θ_c. With absorption, R is below 1 and already decreasing before θ_c, and the argument above no longer fixes the maximum at θ_c.

The correction can be followed at single points. At 0.10° the raw signal is 0.17453, and

R = 0.17453 × 5.7296 = 1.000,

which is total reflection. At 0.40° the raw signal is 0.01060, and

R = 0.01060 × 1.432 = 0.0152,

in agreement with the reflectivity of 0.0152 obtained by solving the two matching equations. At 0.60° the raw signal and the reflectivity are both 0.00227, since the sample catches the whole beam.

The uncorrected curve would mislead in two ways. Read as a reflectivity, a value of 0.175 at 0.10° would suggest a poorly reflecting surface, although R = 1. The decrease between θ_c and θ_f would also appear too slow: from 0.25° to 0.40° the raw signal falls by a factor of 0.436/0.0106 ≈ 41, whereas R falls by 1/0.0152 ≈ 66. Since surface roughness and density are inferred from the shape of the curve, the geometric factor has to be removed from the data or included in the fitted model, but not both.

**(d) A sample displaced in height**

Let the sample centre be at height δ instead of zero, with 2|δ| < h. A displacement upwards and one of equal size downwards give the same fraction, because the beam profile is symmetric. It is enough to take δ > 0. The surface now covers the heights from δ − S/2 to δ + S/2, and the intercepted fraction is the part of this range that lies inside the beam, divided by h.

As θ and S grow, the upper end of the sample leaves the beam first. This happens when δ + S/2 = h/2, or S = h − 2δ. The lower end reaches the lower edge of the beam when δ − S/2 = −h/2, or S = h + 2δ. There are three ranges.

For S ≤ h − 2δ, the whole projected sample is inside the beam:

f = S/h.

For h − 2δ < S < h + 2δ, the overlap extends from δ − S/2 to h/2. Its height is h/2 − δ + S/2, so

f = 1/2 + (S − 2δ)/(2h).

For S ≥ h + 2δ, the whole beam is caught:

f = 1.

The middle expression gives 1 − 2δ/h at its lower limit and 1 at its upper limit, so it joins both neighbours. For δ = 0 the middle range disappears and the result of part (b) returns.

With δ = 0.02 mm the limits are

sin θ = (0.1 − 0.04)/10 = 0.006, θ = 0.344°,

sin θ = (0.1 + 0.04)/10 = 0.014, θ = 0.802°.

Full interception is thus reached at 0.802° instead of 0.573°. At θ_f itself, S = h and the middle expression becomes

f = 1/2 + 1/2 − δ/h = 1 − 0.02/0.1 = 0.80.

The simple correction assumes f = 1 there and returns a reflectivity 20% below the true one. This is the largest relative error. The corrected result is the true R multiplied by the ratio of the actual fraction to the assumed one. For h − 2δ < S < h the assumed fraction is S/h, and the ratio is

1/2 + (h/2 − δ)/S,

which falls as S grows. For S > h the assumed fraction is 1, and the ratio is the actual f, which rises. The minimum lies where the two ranges meet, at S = h.

For the uniform beam, the displacement has no effect on f below 0.344°. This rests on the flat profile: for the Gaussian beam of part (e), the same displacement lowers f at small angles by the factor exp(−4 ln 2 · δ²/h²) ≈ 0.90. The critical angle of part (c) lies in this range, so with a uniform beam a correct linear rise up to θ_c does not show that the height is correct. The error appears between 0.344° and 0.802°, where it distorts the shape of the falling curve.

**(e) A Gaussian beam**

For a Gaussian profile with standard deviation σ, the share of the beam per unit height is

p(z) = exp(−z²/(2σ²)) / (σ √(2π)).

The sample, again centred, catches the heights from −S/2 to S/2. With the substitution v = z/(√2 σ), so that dz = √2 σ dv, the integral becomes

f = (2/√π) ∫ exp(−v²) dv, taken from 0 to S/(2√2 σ),

where the factor 2 comes from the two equal halves of the profile. This is the error function:

f = erf( S/(2√2 σ) ).

The full width at half maximum is now called h. At z = h/2 the profile has half its peak value, so

exp(−h²/(8σ²)) = 1/2, h²/(8σ²) = ln 2, 2√2 σ = h/√(ln 2).

The intercepted fraction is therefore

f(θ) = erf( √(ln 2) · L sin θ / h ).

For small arguments erf(v) ≈ 2v/√π, so f starts in proportion to sin θ, as for the uniform beam. The prefactor is 2√(ln 2/π) ≈ 0.94 times that of the uniform beam. This number is the ratio of the Gaussian density at the beam centre, p(0) = 1/(σ √(2π)), to the uniform density 1/h, because at small angles the sample catches only rays close to the centre line.

The difference from the uniform beam is largest at θ_f. A Gaussian has no edge, so there is no angle at which overfill ends. At θ_f = 0.573°, where S = h, the sample catches

f = erf(√(ln 2)) = 0.761.

Applying the uniform-beam formula with this h would make the reflectivity at θ_f 24% too low. An interception of 99% is reached only at 1.254°, more than twice θ_f. For such a beam θ_f sets the scale of the correction but does not mark its end, and the data should be divided by the error function over the whole range in which it differs noticeably from 1.

The choice between the two forms depends on the actual beam profile, which can be measured by moving a narrow slit or a straight edge through the direct beam. For any centred profile of a parallel beam the rule is the same: f is the share of the beam between the heights −S/2 and S/2. A real beam also has an angular spread, which f does not remove. Dividing by f then gives approximately R averaged over that spread, not R(θ). With a Gaussian spread of 0.02° full width at half maximum, the maximum of part (c) is rounded and moves to about 0.235°, and the corrected value at θ_c is about 0.72 instead of 1. The sharp angle of 0.573° and the factor h/(L sin θ) are the result of this rule for a uniform beam. The numerical output below lists the main values for the cases treated here.

Computed values

```
beam height h = 0.1 mm
sample length L = 10.0 mm
ratio h/L = 0.0100
overfill angle theta_f = 0.5730 deg
theta_f = 10.0002 mrad
detector angle 2 theta_f = 1.1459 deg
theta_f from edge ray = 0.5730 deg
small-angle relative error = 1.67e-05
theta(deg) footprint(mm) L sin(theta)(mm) f 1/f
0.10 57.30 0.01745 0.1745 5.7296
0.20 28.65 0.03491 0.3491 2.8648
0.25 22.92 0.04363 0.4363 2.2918
0.40 14.32 0.06981 0.6981 1.4324
0.50 11.46 0.08727 0.8727 1.1459
0.60 9.55 0.10472 1.0000 1.0000
1.00 5.73 0.17452 1.0000 1.0000
model critical angle = 0.25 deg
raw-signal maximum at = 0.250 deg
theta(deg) true R, raw signal f*R
0.10 1.0000e+00 1.7453e-01
0.20 1.0000e+00 3.4907e-01
0.25 1.0000e+00 4.3633e-01
0.40 1.5179e-02 1.0597e-02
0.60 2.2694e-03 2.2694e-03
1.00 2.6033e-04 2.6033e-04
height error delta = 0.02 mm
displaced: clipping starts at 0.3438 deg
displaced: full capture at 0.8022 deg
displaced: f at theta_f = 0.8000
Gaussian FWHM = 0.1 mm
Gaussian: f at theta_f = 0.7610
Gaussian: f = 0.99 at 1.2536 deg
```
